# Peak of the total-energy distribution in thermal-field emission: test program

```python
# Result under test: if tunnelling probability grows as exp(E/d) near the Fermi
# level (E = total energy from the Fermi level, d = width in eV), the emitted
# total-energy distribution exp(E/d)/(1+exp(E/kT)) peaks at kT*ln(p/(1-p)),
# with p = kT/d between 0 and 1.
# Example: TaN gate injecting into an Al2O3 blocking layer, rough typical inputs.
# Working units: eV, nm, K; force on the electron in eV/nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, expit, lambertw

q = const.e
kB = const.k / q
a_metal = const.hbar**2 / (2 * const.m_e) / q * 1e18   # hbar^2/(2 m), eV nm^2

barrier = 3.0            # eV, metal Fermi level to oxide conduction band
mass_oxide = 0.25        # in free-electron masses
field_MV_cm = 6.0
thickness = 15.0         # nm
band_depth = 5.0         # eV, Fermi level above emitter band bottom
eps_optical = 3.0        # high-frequency permittivity for the image force
oxide_gap = 6.5          # eV, for the two-band dispersion
breakdown_MV_cm = 9.0    # rough breakdown field
attempt_rate = 1e13      # 1/s, assumed for trap hopping
T_room, T_hot, T_extreme = 300.0, 358.0, 700.0

force = 0.1 * field_MV_cm
mass_ratio = 1.0 / mass_oxide      # emitter mass over oxide mass
a_oxide = a_metal / mass_oxide
image_C = q / (16 * np.pi * const.epsilon_0 * eps_optical) * 1e9  # eV nm


def peak_formula(T, width):
    p = kB * T / width
    return kB * T * np.log(p / (1 - p))


def numeric_peak(p):
    """Peak position in units of kT by direct maximisation."""
    res = minimize_scalar(lambda x: np.logaddexp(0, x) - p * x,
                          bounds=(-20, 20), method="bounded",
                          options={"xatol": 1e-9})
    return res.x


# Peak law over the whole range of p, and loss of the maximum for p >= 1
law_error = 0.0
for p in np.linspace(0.05, 0.95, 19):
    law_error = max(law_error, abs(numeric_peak(p) - np.log(p / (1 - p))))
assert law_error < 1e-5
x_grid = np.linspace(-15, 15, 301)
for p in (1.0, 1.2):
    assert np.all(np.diff(p * x_grid - np.logaddexp(0, x_grid)) > 0)

# Lowest peak position at fixed d as temperature varies
u = lambertw(np.exp(-1)).real
lowest = minimize_scalar(lambda p: p * numeric_peak(p), bounds=(0.05, 0.6),
                         method="bounded", options={"xatol": 1e-5})
assert abs(lowest.x - u / (1 + u)) < 3e-3   # flat minimum limits accuracy
assert abs(lowest.fun + u) < 1e-5

# WKB exponent from its definition, 2 * integral of the decay constant
nodes, weights = np.polynomial.legendre.leggauss(400)
theta = 0.5 * np.pi * (nodes + 1)


def wkb_exponent(energy, kind):
    height = barrier - energy
    if kind == "image":
        root = np.sqrt(height**2 - 4 * force * image_C)
        x1, x2 = (height - root) / (2 * force), (height + root) / (2 * force)
    else:
        x1, x2 = 0.0, height / force
    half = 0.5 * (x2 - x1)
    x = 0.5 * (x1 + x2) - half * np.cos(theta)
    depth = height - force * x
    if kind == "image":
        depth = depth - image_C / x
    if kind == "two-band":
        depth = depth * (1 - depth / oxide_gap)
    kappa = np.sqrt(np.maximum(depth, 0) / a_oxide)
    return 2 * np.sum(weights * 0.5 * np.pi * kappa * half * np.sin(theta))


def wkb_width(kind, h=0.01):
    return 2 * h / (wkb_exponent(-h, kind) - wkb_exponent(h, kind))


kappa_F = np.sqrt(barrier / a_oxide)
d = force / (2 * kappa_F)
exponent_F = 4 * barrier**1.5 / (3 * force * np.sqrt(a_oxide))
assert abs(wkb_width("triangle") / d - 1) < 1e-4
assert abs(wkb_exponent(0, "triangle") / exponent_F - 1) < 1e-6
d_image, d_two_band = wkb_width("image"), wkb_width("two-band")
kappa_two_band = kappa_F * np.sqrt(1 - barrier / oxide_gap)
assert abs(d_two_band * 2 * kappa_two_band / force - 1) < 1e-3
assert barrier / force < thickness      # electron leaves the barrier inside film

# Flux summed in k space against the one-dimensional energy distribution
kT = kB * T_room
kz = np.linspace(np.sqrt((band_depth - 2.5) / a_metal),
                 np.sqrt((band_depth + 1.5) / a_metal), 1201)[:, None]
kp = np.linspace(0, np.sqrt(0.8 / a_metal), 801)[None, :]
E_par = a_metal * kp**2
E_tot = a_metal * kz**2 + E_par - band_depth
flux = kz * kp * expit(-E_tot / kT) * np.exp((E_tot - mass_ratio * E_par) / d)


def k_sum(values):
    return simpson(simpson(values, x=kp[0], axis=1), x=kz[:, 0])


def shape(E):
    return np.exp(E / d) * expit(-E / kT)


area = quad(shape, -2.5, 2.0, points=[0.0], limit=200)[0]
moment = quad(lambda E: E * shape(E), -2.5, 2.0, points=[0.0], limit=200)[0]
assert abs(k_sum(flux) / (d / mass_ratio * area / (4 * a_metal**2)) - 1) < 1e-4
assert abs(k_sum(flux * E_tot) / k_sum(flux) - moment / area) < 1e-5


# Airy-function transmission of the triangular barrier with mass mismatch
def transmission(E, Ep):
    length = (a_oxide / force) ** (1 / 3)
    z = (barrier - E + mass_ratio * Ep) / (force * length)
    ai, aip, bi, bip = airy(z)
    wave, slope = bi + 1j * ai, -(bip + 1j * aip) / length
    k = np.sqrt((band_depth + E - Ep) / a_metal)
    incoming = wave + mass_ratio * slope / (1j * k)
    outgoing = wave - mass_ratio * slope / (1j * k)
    through = 4 * mass_ratio / (np.pi * length * k * np.abs(incoming)**2)
    return through, np.abs(outgoing / incoming)**2


through, reflected = transmission(barrier + 0.5, 0.0)
assert through > 0.05 and abs(through + reflected - 1) < 1e-10


def parallel_sum(E, n=401):
    Ep = np.linspace(0, 0.5, n)
    return simpson(transmission(E, Ep)[0], x=Ep)


def full_peak(T, n=401):
    def cost(E):
        return np.logaddexp(0, E / (kB * T)) - np.log(parallel_sum(E, n))
    return minimize_scalar(cost, bounds=(-0.3, 0.3), method="bounded",
                           options={"xatol": 1e-9}).x


h = 0.01
d_full = 2 * h / np.log(parallel_sum(h) / parallel_sum(-h))
peaks = {T: (peak_formula(T, d), full_peak(T))
         for T in (T_room, T_hot, T_extreme)}
for T in (T_room, T_hot):
    assert abs(peaks[T][1] - peaks[T][0]) < 0.1 * kB * T
    # with the true slope at the Fermi level only curvature is left over
    assert abs(peaks[T][1] - peak_formula(T, d_full)) < 0.01 * kB * T

# Far above the Fermi level curvature matters, but the prefactor opposes it
kT_extreme = kB * T_extreme
peak_true_slope = peak_formula(T_extreme, d_full)
assert abs(peaks[T_extreme][1] - peak_true_slope) > 0.1 * kT_extreme
prefactor_slope = 1 / d_full - 1 / d
curvature_slope = -peaks[T_extreme][1] / (2 * barrier * d)
assert prefactor_slope * curvature_slope < 0
peak_curved = brentq(
    lambda E: expit(E / kT_extreme)
    - kT_extreme * (1 / d_full - E / (2 * barrier * d)), -0.3, 0.3)
# tolerance covers third-order terms of the exponent and prefactor curvature
assert abs(peak_curved - peaks[T_extreme][1]) < 0.02 * kT_extreme

mesh_shift = abs(full_peak(T_room, 201) - peaks[T_room][1])
assert mesh_shift < 1e-5

# Sensitivity of the peak to the logarithmic slope 1/d
p_room = kB * T_room / d
sensitivity = (kB * T_room)**2 / (p_room * (1 - p_room))
numeric_sens = kB * T_room * (numeric_peak(kB * T_room * (1 / d + 1))
                              - numeric_peak(kB * T_room * (1 / d - 1))) / 2
assert abs(numeric_sens / sensitivity - 1) < 0.01

# Current density from the full distribution, A/cm^2
supply = q**3 * const.m_e / (2 * np.pi**2 * const.hbar**3) / 1e4
E_grid = np.linspace(-1.2, 1.2, 1201)
inner = np.array([parallel_sum(E) for E in E_grid])


def current(T):
    return supply * simpson(inner * expit(-E_grid / (kB * T)), x=E_grid)


J_room, J_hot = current(T_room), current(T_hot)

# Neglected channels: emission over the lowered barrier, and resonant traps
lowering = 2 * np.sqrt(force * image_C)
J_over = (supply * mass_oxide * (kB * T_hot)**2
          * np.exp(-(barrier - lowering) / (kB * T_hot)))
trap_depth = np.linspace(0.05, barrier - 0.05, 2901)
S_out = exponent_F * (trap_depth / barrier)**1.5
rate_in = attempt_rate * np.exp(-(exponent_F - S_out))
rate_out = attempt_rate * np.exp(-S_out)
throughput = rate_in * rate_out / (rate_in + rate_out)
best = np.argmax(throughput)
trap_density = J_room / (q * throughput[best])


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("barrier height (rough input)", barrier, "eV", ".2f")
show("oxide mass (rough input)", mass_oxide, "free masses", ".2f")
show("oxide field (rough input)", field_MV_cm, "MV/cm", ".1f")
show("film thickness (rough input)", thickness, "nm", ".1f")
show("emitter Fermi energy (rough input)", band_depth, "eV", ".1f")
show("tunnelling distance at Fermi level", barrier / force, "nm", ".2f")
show("decay constant at interface", kappa_F, "1/nm", ".3f")
show("WKB exponent at Fermi level", exponent_F, "", ".2f")
show("width d", d, "eV", ".5f")
for T in (T_room, T_hot, T_extreme):
    show(f"kT at {T:.0f} K", kB * T, "eV", ".5f")
    show(f"p at {T:.0f} K", kB * T / d)
    show(f"peak, formula, {T:.0f} K", peaks[T][0], "eV", ".5f")
    show(f"peak, Airy solution, {T:.0f} K", peaks[T][1], "eV", ".5f")
show("mesh shift of Airy peak, 300 K", mesh_shift, "eV", ".1e")
show("width from Airy log slope", d_full, "eV", ".5f")
show("peak, formula with that width, 300 K",
     peak_formula(T_room, d_full), "eV", ".5f")
show("peak, formula with that width, 700 K", peak_true_slope, "eV", ".5f")
show("same with WKB curvature added, 700 K", peak_curved, "eV", ".5f")
show("slope change from prefactor", prefactor_slope, "1/eV", ".3f")
show("slope change from curvature, 700 K peak", curvature_slope, "1/eV", ".3f")
show("temperature for p = 1/2", d / (2 * kB), "K", ".0f")
show("temperature for p = 1", d / kB, "K", ".0f")
show("p at lowest peak", u / (1 + u))
show("lowest peak position over d", -u)
show("lowest peak position", -u * d, "eV", ".5f")
show("temperature of lowest peak", u / (1 + u) * d / kB, "K", ".0f")
show("peak shift per unit 1/d, 300 K", sensitivity, "eV^2", ".5f")
show("largest error of peak law in tests", law_error, "kT", ".1e")
show("direct current density, 300 K", J_room, "A/cm2", ".2e")
show("direct current density, 358 K", J_hot, "A/cm2", ".2e")
show("optical permittivity (rough input)", eps_optical, "", ".1f")
show("image-force barrier lowering", lowering, "eV", ".3f")
show("WKB exponent with image force", wkb_exponent(0, "image"), "", ".2f")
show("width d with image force", d_image, "eV", ".5f")
show("peak with image force, 300 K", peak_formula(T_room, d_image), "eV", ".5f")
show("oxide gap (rough input)", oxide_gap, "eV", ".1f")
show("width d, two-band barrier", d_two_band, "eV", ".5f")
show("peak, two-band barrier, 300 K",
     peak_formula(T_room, d_two_band), "eV", ".5f")
show("log10 over-barrier/direct current, 358 K",
     np.log10(J_over / J_hot), "", ".1f")
show("breakdown field (rough input)", breakdown_MV_cm, "MV/cm", ".1f")
show("field over breakdown field", field_MV_cm / breakdown_MV_cm, "", ".2f")
show("trap attempt rate (assumed)", attempt_rate, "1/s", ".0e")
show("most effective trap depth", trap_depth[best], "eV", ".2f")
show("trap density matching direct current", trap_density, "1/cm2", ".1e")
print("success")
```

Printed output:

```
barrier height (rough input): 3.00 eV
oxide mass (rough input): 0.25 free masses
oxide field (rough input): 6.0 MV/cm
film thickness (rough input): 15.0 nm
emitter Fermi energy (rough input): 5.0 eV
tunnelling distance at Fermi level: 5.00 nm
decay constant at interface: 4.437 1/nm
WKB exponent at Fermi level: 29.58
width d: 0.06762 eV
kT at 300 K: 0.02585 eV
p at 300 K: 0.3823
peak, formula, 300 K: -0.01240 eV
peak, Airy solution, 300 K: -0.01155 eV
kT at 358 K: 0.03085 eV
p at 358 K: 0.4563
peak, formula, 358 K: -0.00541 eV
peak, Airy solution, 358 K: -0.00433 eV
kT at 700 K: 0.06032 eV
p at 700 K: 0.8921
peak, formula, 700 K: 0.12743 eV
peak, Airy solution, 700 K: 0.12593 eV
mesh shift of Airy peak, 300 K: 8.4e-09 eV
width from Airy log slope: 0.06639 eV
peak, formula with that width, 300 K: -0.01163 eV
peak, formula with that width, 700 K: 0.13850 eV
same with WKB curvature added, 700 K: 0.12600 eV
slope change from prefactor: 0.273 1/eV
slope change from curvature, 700 K peak: -0.310 1/eV
temperature for p = 1/2: 392 K
temperature for p = 1: 785 K
p at lowest peak: 0.2178
lowest peak position over d: -0.2785
lowest peak position: -0.01883 eV
temperature of lowest peak: 171 K
peak shift per unit 1/d, 300 K: 0.00283 eV^2
largest error of peak law in tests: 4.0e-08 kT
direct current density, 300 K: 6.02e-06 A/cm2
direct current density, 358 K: 6.79e-06 A/cm2
optical permittivity (rough input): 3.0
image-force barrier lowering: 0.537 eV
WKB exponent with image force: 28.05
width d with image force: 0.06699 eV
peak with image force, 300 K: -0.01201 eV
oxide gap (rough input): 6.5 eV
width d, two-band barrier: 0.09215 eV
peak, two-band barrier, 300 K: -0.02435 eV
log10 over-barrier/direct current, 358 K: -22.9
breakdown field (rough input): 9.0 MV/cm
field over breakdown field: 0.67
trap attempt rate (assumed): 1e+13 1/s
most effective trap depth: 1.89 eV
trap density matching direct current: 2.0e+07 1/cm2
success
```
